# Electron density that screens a head-to-head ferroelectric wall: a numerical check

```python
# Result under test: a head-to-head ferroelectric wall whose domains are
# field-free holds N = 2 P / e electrons per area (P: polarisation, e: charge).
# In an undoped crystal with walls a distance L apart and gap Eg, the density is
# lower by about 2 eps Eg / (e^2 L), eps being the polar-axis permittivity.
# The self-consistent model joins a local Landau polarisation to a Fermi gas.
# Inside that model: lengths in nm, potentials in V, densities in nm^-3.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import expit, zeta

e, eps0, hbar, m_e = const.e, const.epsilon_0, const.hbar, const.m_e
bohr = const.physical_constants["Bohr radius"][0]

# Inputs: given polarisation, then rough values typical of barium titanate
P = 0.26                  # C/m^2
eps_r, eps_back = 100.0, 7.0
gap = 3.2                 # eV
mass = 3.0                # density-of-states mass, free-electron masses
cell = 0.40               # nm
spacing = 1000.0          # nm, head-to-head wall to tail-to-tail wall
temperature = 300.0       # K
switching_field = 0.001   # MV/cm, rough practical value
kT = const.k * temperature / e

N_full = 2 * P / e        # m^-2
to_cm2 = 1e-4

# --- Coulomb sum over discrete dipoles, no divergence of P used ---
centres = (np.arange(-40, 40) + 0.5) * cell
dipole_P = -P * np.tanh(centres / 1.0)
separation = 0.1
q_sheet = dipole_P * cell / separation
positions = np.concatenate([centres + separation / 2, centres - separation / 2])
charges = np.concatenate([q_sheet, -q_sheet])


def mean_field(pos, charge, start):
    """Field of charged sheets averaged over one cell, in V/m."""
    side = np.clip((2 * start + cell - 2 * pos) / cell, -1, 1)
    return np.sum(charge * side) / (2 * eps0)


window = 20 * cell
bare_field = mean_field(positions, charges, window)
electron_pos = np.linspace(-2.0, 2.0, 41)
weights = np.exp(-electron_pos**2)
weights /= weights.sum()
field_per_electron = mean_field(electron_pos, -e * weights, window)
N_coulomb = -bare_field / field_per_electron
assert abs(N_coulomb / N_full - 1) < 1e-5
assert abs(N_full * to_cm2 - 3.2e14) < 0.05e14


# --- Wall orientation, from the divergence of a smooth vector field ---
def bound_sheet(P_left, P_right, normal):
    """Integral of -div P along the wall normal, by finite differences."""
    P_left, P_right = np.array(P_left), np.array(P_right)
    s = np.linspace(-15, 15, 6001)
    x, y = s * normal[0], s * normal[1]
    h = 1e-3

    def component(i, xx, yy):
        profile = np.tanh(xx * normal[0] + yy * normal[1])
        return (P_left[i] + P_right[i]) / 2 + (P_right[i] - P_left[i]) / 2 * profile

    div = (component(0, x + h, y) - component(0, x - h, y)
           + component(1, x, y + h) - component(1, x, y - h)) / (2 * h)
    return -np.sum(div) * (s[1] - s[0])


tilt = np.radians(30.0)
sheet_tilt = bound_sheet([P, 0], [-P, 0], [np.cos(tilt), np.sin(tilt)])
sheet_90 = bound_sheet([P, 0], [0, -P], [np.sqrt(0.5), np.sqrt(0.5)])
assert abs(sheet_tilt / (2 * P * np.cos(tilt)) - 1) < 1e-4
assert abs(sheet_90 / (np.sqrt(2) * P) - 1) < 1e-4

# --- Fermi-Dirac integral of order one half, tabulated ---
eta_table = np.arange(-10, 40.01, 0.05)
t = np.linspace(0, 10, 2001)
occupation = expit(eta_table[:, None] - t[None, :]**2)
fermi_table = (4 / np.sqrt(np.pi)) * np.sum(t**2 * occupation, axis=1) * (t[1] - t[0])
log_fermi = np.log(fermi_table)
fermi_zero = np.exp(np.interp(0.0, eta_table, log_fermi))
assert abs(fermi_zero / ((1 - 2**-0.5) * zeta(1.5)) - 1) < 1e-4
cold_limit = 4 * eta_table[-1]**1.5 / (3 * np.sqrt(np.pi))
assert abs(fermi_table[-1] / cold_limit - 1) < 2e-3


def electron_density(level, m, cold):
    """Electrons per nm^3; level: Fermi level above the band edge, eV."""
    if cold:
        k_fermi = np.sqrt(2 * m * m_e * e * max(level, 0.0)) / hbar
        return k_fermi**3 / (3 * np.pi**2) * 1e-27
    band_density = 2 * (m * m_e * kT * e / (2 * np.pi * hbar**2))**1.5 * 1e-27
    eta = level / kT
    if eta < -10:
        return band_density * np.exp(eta)
    return band_density * np.exp(np.interp(eta, eta_table, log_fermi))


# --- Self-consistent wall: the electron number is not prescribed ---
alpha = 1 / (2 * eps0 * (eps_r - eps_back))    # Landau coefficient, m/F
field_scale = alpha * P * 1e-9                # V/nm
back = eps_back * eps0 * alpha
P_number = P / e * 1e-18                      # nm^-2


def landau_field(u):
    return field_scale * u * (1 - u**2)


def integrate_half_domain(E_mid, half, m, cold):
    """March from the domain midpoint to the wall, where polarisation is zero."""
    u_mid = brentq(lambda u: landau_field(u) - E_mid, 1 / np.sqrt(3), 1.0,
                   xtol=1e-14)

    def slope(s, state):
        phi, u, count = state
        n = electron_density(phi - gap / 2, m, cold)
        return [landau_field(u), -n / (P_number * (1 - back * (1 - 3 * u**2))), n]

    def at_wall(s, state):
        return state[1]

    at_wall.terminal, at_wall.direction = True, -1
    sol = solve_ivp(slope, (0, 20 * half), [0.0, u_mid, 0.0], method="LSODA",
                    events=at_wall, rtol=1e-8, atol=1e-10, max_step=half / 20)
    assert sol.status == 1
    return sol.t_events[0][0], sol.y_events[0][0]


def solve_wall(L, m=mass, cold=False):
    half = L / 2
    E_mid = brentq(lambda E: integrate_half_domain(E, half, m, cold)[0] - half,
                   0.15 * gap / half, 0.75 * gap / half, xtol=1e-10)
    _, end = integrate_half_domain(E_mid, half, m, cold)
    level = end[0] - gap / 2
    return {"N": 2 * end[2] * 1e18, "E": E_mid, "level": level,
            "peak": electron_density(level, m, cold)}


def deficit_law(L):
    return 2 * eps_r * eps0 * gap / (e * L * 1e-9)    # m^-2


lengths = [500.0, spacing, 2000.0]
warm = {L: solve_wall(L) for L in lengths}
light, heavy = solve_wall(spacing, m=1.0), solve_wall(spacing, m=6.0)
cold_long = solve_wall(2000.0, cold=True)
main = warm[spacing]

# Thermal tails shift the onset of charge by a few kT out of half the gap,
# and the layer has finite width: hence 20 % for warm electrons, 5 % for cold.
for L in lengths:
    assert abs((N_full - warm[L]["N"]) / deficit_law(L) - 1) < 0.20
assert abs((N_full - cold_long["N"]) / deficit_law(2000.0) - 1) < 0.05
assert warm[500.0]["N"] < main["N"] < warm[2000.0]["N"] < N_full
assert abs(main["N"] / N_full - 1) < 0.02

# Cold electron pressure at the wall centre against the Landau barrier
pressure = quad(lambda v: electron_density(v, mass, True) * 1e27 * e,
                0, cold_long["level"])[0]
barrier = alpha * P**2 / 4
assert abs(pressure / barrier - 1) < 0.01

# --- Sizes of neglected effects ---
width = main["N"] * 1e-18 / main["peak"]
confinement = (hbar * np.pi / (width * 1e-9))**2 / (2 * mass * m_e) / e
E_si = main["E"] * 1e9
tunnel_length = gap / E_si
tunnel_exponent = quad(lambda z: 2 * np.sqrt(
    2 * mass * m_e * e * gap * (1 - z)) / hbar * tunnel_length, 0, 1)[0]
shift_01V = 2 * eps_r * eps0 * 0.1 / (e * spacing * 1e-9)
residual = main["E"] * 10
safe_length = gap / (switching_field * 1e8) * 1e6
cold_main = solve_wall(spacing, cold=True)


def percent_missing(result):
    return 100 * (1 - result["N"] / N_full)


print(f"polarisation: {P * 100:.1f} uC/cm2")
print(f"polarisation, atomic units: {P * bohr**2 / e:.6f} e/bohr^2")
print(f"bound sheet charge 2P: {2 * P * 100:.1f} uC/cm2")
print(f"full compensation 2P/e: {N_full * to_cm2:.4e} cm^-2")
print(f"same, atomic units: {N_full * bohr**2:.6f} bohr^-2")
print(f"same, from Coulomb sum over dipoles: {N_coulomb * to_cm2:.4e} cm^-2")
print(f"cell edge (rough): {cell:.2f} nm")
print(f"electrons per cell area: {N_full * (cell * 1e-9)**2:.3f}")
print(f"180-degree wall tilted by 30 degrees: {sheet_tilt / e * to_cm2:.3e} cm^-2")
print(f"90-degree head-to-head wall: {sheet_90 / e * to_cm2:.3e} cm^-2")
print(f"relative permittivity (rough): {eps_r:.0f}, background {eps_back:.0f}")
print(f"gap (rough): {gap:.1f} eV")
print(f"density-of-states mass (rough): {mass:.1f} electron masses")
print(f"temperature: {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"wall spacing: {spacing:.0f} nm")
print(f"linear estimate of unscreened field: {P / (eps0 * eps_r) * 1e-8:.2f} MV/cm")
print(f"Landau limit of opposing field: "
      f"{field_scale * 2 / (3 * np.sqrt(3)) * 10:.3f} MV/cm")
for L in lengths:
    print(f"L = {L:.0f} nm: model N = {warm[L]['N'] * to_cm2:.4e} cm^-2, "
          f"missing {percent_missing(warm[L]):.2f} %")
    print(f"   deficit law: missing {100 * deficit_law(L) / N_full:.2f} %")
print(f"cold electrons, L = 2000 nm: missing {percent_missing(cold_long):.3f} %")
print(f"deficit law, L = 2000 nm: {100 * deficit_law(2000.0) / N_full:.3f} %")
print(f"cold electron pressure at wall: {pressure * 1e-6:.3f} MPa")
print(f"Landau barrier: {barrier * 1e-6:.3f} MPa")
print(f"cold Fermi energy at wall: {cold_long['level']:.3f} eV")
print(f"300 K Fermi level above band edge at wall: {main['level']:.3f} eV")
print(f"300 K peak electron density: {main['peak'] * 1e21:.2e} cm^-3")
print(f"equivalent layer width N/peak: {width:.2f} nm")
print(f"confinement energy for that width: {confinement:.4f} eV")
print(f"cold electrons, L = 1000 nm: missing {percent_missing(cold_main):.2f} %")
print(f"mass 1, L = 1000 nm: missing {percent_missing(light):.2f} %")
print(f"mass 6, L = 1000 nm: missing {percent_missing(heavy):.2f} %")
print(f"change of N per 0.1 V of potential: {100 * shift_01V / N_full:.3f} %")
print(f"residual field in domain: {residual:.4f} MV/cm")
print(f"rough practical switching field: {switching_field:.3f} MV/cm")
print(f"residual over switching field: {residual / switching_field:.0f}")
print(f"spacing for residual = switching field: {safe_length:.0f} um")
print(f"interband tunnelling exponent: {tunnel_exponent:.0f}")
print(f"donor density to supply full sheet: "
      f"{N_full / (spacing * 1e-9) * 1e-6:.2e} cm^-3")
print("every check passed")
```

Running it gives:

```
polarisation: 26.0 uC/cm2
polarisation, atomic units: 0.004544 e/bohr^2
bound sheet charge 2P: 52.0 uC/cm2
full compensation 2P/e: 3.2456e+14 cm^-2
same, atomic units: 0.009089 bohr^-2
same, from Coulomb sum over dipoles: 3.2456e+14 cm^-2
cell edge (rough): 0.40 nm
electrons per cell area: 0.519
180-degree wall tilted by 30 degrees: 2.811e+14 cm^-2
90-degree head-to-head wall: 2.295e+14 cm^-2
relative permittivity (rough): 100, background 7
gap (rough): 3.2 eV
density-of-states mass (rough): 3.0 electron masses
temperature: 300 K, kT = 0.0259 eV
wall spacing: 1000 nm
linear estimate of unscreened field: 2.94 MV/cm
Landau limit of opposing field: 0.608 MV/cm
L = 500 nm: model N = 3.1747e+14 cm^-2, missing 2.18 %
   deficit law: missing 2.18 %
L = 1000 nm: model N = 3.2116e+14 cm^-2, missing 1.05 %
   deficit law: missing 1.09 %
L = 2000 nm: model N = 3.2292e+14 cm^-2, missing 0.51 %
   deficit law: missing 0.54 %
cold electrons, L = 2000 nm: missing 0.553 %
deficit law, L = 2000 nm: 0.545 %
cold electron pressure at wall: 10.261 MPa
Landau barrier: 10.262 MPa
cold Fermi energy at wall: 0.136 eV
300 K Fermi level above band edge at wall: 0.123 eV
300 K peak electron density: 1.08e+21 cm^-3
equivalent layer width N/peak: 2.97 nm
confinement energy for that width: 0.0142 eV
cold electrons, L = 1000 nm: missing 1.12 %
mass 1, L = 1000 nm: missing 1.08 %
mass 6, L = 1000 nm: missing 1.03 %
change of N per 0.1 V of potential: 0.034 %
residual field in domain: 0.0303 MV/cm
rough practical switching field: 0.001 MV/cm
residual over switching field: 30
spacing for residual = switching field: 32 um
interband tunnelling exponent: 22349
donor density to supply full sheet: 3.25e+18 cm^-3
every check passed
```
